# Hirsch's Ising-Field Transformation for the Repulsive Hubbard Interaction

Take one lattice site that can hold at most one electron of each spin, and suppose that an operator multiplies its four states, empty, up, down and double, by the numbers

$$1,\qquad 1,\qquad 1,\qquad \tfrac14 .$$

The electrons are not independent here. If the up electron carried a factor $f_\uparrow$ and the down electron a factor $f_\downarrow$, the single states would require $f_\uparrow=f_\downarrow=1$, and the double state would then get $1$, not $\tfrac14$. An average of two independent-electron operators can nevertheless do it. Introduce a label $s=\pm1$. For $s=+1$ give the up electron a factor $p$ and the down electron a factor $q$; for $s=-1$ exchange the two. The double state gets $pq$ in both cases, and each single state gets $p$ once and $q$ once. The average is right if

$$\frac{p+q}{2}=1,\qquad pq=\frac14 .$$

Thus $p$ and $q$ are the roots of $z^2-2z+\tfrac14=0$, which are $1\pm\tfrac{\sqrt3}{2}$. Both are positive, so both can be written as exponentials of real numbers. An interaction between two electrons has been replaced by independent electrons in a field that points up or down, averaged over the two directions.

The general problem has the same structure. Let $n_\uparrow$ and $n_\downarrow$ be the number operators of the site, each with eigenvalues 0 and 1, and let the interaction be $U n_\uparrow n_\downarrow$ with $U\ge 0$. Path-integral methods need its exponential over a short step $\Delta\tau>0$ of imaginary time. With

$$x=\Delta\tau\,U,\qquad n=n_\uparrow+n_\downarrow,\qquad m=n_\uparrow-n_\downarrow ,$$

where $x$ is dimensionless when $\Delta\tau$ is measured in inverse energy, the operator to be rewritten is $e^{-xn_\uparrow n_\downarrow}$. It multiplies the four states by $1,1,1,e^{-x}$; the opening case is $e^{-x}=\tfrac14$.

We look for real constants $A$, $b$ and $\lambda$ such that

$$e^{-xn_\uparrow n_\downarrow}=A\,e^{bn}\,\frac12\sum_{s=\pm1}e^{\lambda s m}. \tag{1}$$

The exponents on the right are linear in the number operators, which is what makes the electrons independent for given $s$. Since $n_\uparrow$ and $n_\downarrow$ commute, both sides are diagonal in the four occupation states. Two diagonal operators are equal when their four diagonal entries are equal, so matching four numbers proves an operator identity.

The sum over $s$ gives $\tfrac12(e^{\lambda m}+e^{-\lambda m})=\cosh(\lambda m)$. In the empty and double states $m=0$, and this is 1. In the up and down states $m=\pm1$, and it is $\cosh\lambda$, because the hyperbolic cosine is even. The four conditions are

$$\begin{aligned}
\text{empty }(n=0):&\quad 1=A,\\
\text{up }(n=1):&\quad 1=A\,e^{b}\cosh\lambda,\\
\text{down }(n=1):&\quad 1=A\,e^{b}\cosh\lambda,\\
\text{double }(n=2):&\quad e^{-x}=A\,e^{2b}.
\end{aligned}$$

The up and down conditions coincide, which leaves three equations for three unknowns. The first gives $A=1$. The last becomes $e^{2b}=e^{-x}$, so $b=-x/2$ for real $b$. The remaining one is $e^{-x/2}\cosh\lambda=1$. Hence

$$\boxed{\;e^{-\Delta\tau U n_\uparrow n_\downarrow}=\frac12\,e^{-\Delta\tau U(n_\uparrow+n_\downarrow)/2}\sum_{s=\pm1}e^{\lambda s(n_\uparrow-n_\downarrow)},\qquad \cosh\lambda=e^{\Delta\tau U/2}\;} \tag{2}$$

A real $\lambda$ exists because $e^{x/2}\ge1$ for $U\ge0$. Its sign is free, since changing it merely exchanges the terms $s=+1$ and $s=-1$; we take $\lambda\ge0$. No expansion in $x$ was made, so the identity is exact for a step of any length. The factor $e^{-xn/2}$ is essential: without it the single states would get $\cosh\lambda$ instead of 1, and the double state 1 instead of $e^{-x}$.

To solve for $\lambda$, put $y=e^\lambda$. The condition $y+1/y=2e^{x/2}$ is the quadratic $y^2-2e^{x/2}y+1=0$, with roots $e^{x/2}\pm\sqrt{e^x-1}$. Their product is 1, so they are $e^{\lambda}$ and $e^{-\lambda}$, and the larger one gives

$$\lambda=\ln\!\left(e^{x/2}+\sqrt{e^x-1}\right). \tag{3}$$

Also,

$$\tanh^2\lambda=1-\frac{1}{\cosh^2\lambda}=1-e^{-x}. \tag{4}$$

For $s=+1$ the up electron carries $e^{-x/2}e^{\lambda}$ and the down electron $e^{-x/2}e^{-\lambda}$. Using $e^{-x/2}=1/\cosh\lambda$ and $e^{\pm\lambda}=\cosh\lambda\pm\sinh\lambda$, these factors are

$$e^{-x/2}e^{\pm\lambda}=1\pm\tanh\lambda=1\pm\sqrt{1-e^{-x}} , \tag{5}$$

the $p$ and $q$ of the opening case for general $x$.

The reason why the field couples to the spin can be read from $m^2$. Since $n_\sigma^2=n_\sigma$,

$$m^2=n_\uparrow+n_\downarrow-2n_\uparrow n_\downarrow,\qquad\text{so}\qquad e^{-xn_\uparrow n_\downarrow}=e^{-xn/2}\,e^{xm^2/2}. \tag{6}$$

Apart from a one-body term, repulsion favours a magnetic moment on the site. The field replaces the square $m^2$ by terms linear in $m$. Two field values suffice because $m^2$ takes only the values 0 and 1, so that $\cosh(\lambda m)=e^{xm^2/2}$ has to hold at just two points. A site with larger occupation numbers, such as a bosonic one, has more values to match, and the derivation does not apply to it.

For small $x$, insert $\lambda^2=x+cx^2+\dots$ into $1+\lambda^2/2+\lambda^4/24+\dots=1+x/2+x^2/8+\dots$. The terms in $x$ agree, and those in $x^2$ require $c/2+1/24=1/8$, or $c=1/6$. Taking the square root,

$$\lambda=\sqrt{x}\left(1+\frac{x}{12}+\dots\right). \tag{7}$$

The coupling therefore vanishes as the square root of the time step, not in proportion to it. For large $x$, $\cosh\lambda\approx e^\lambda/2$ gives $\lambda\approx x/2+\ln2$, and the factors (5) tend to 2 and 0. The field then names the one spin direction that is allowed on the site, and double occupation is suppressed.

For an attractive interaction the condition would read $\cosh\lambda=e^{-|x|/2}<1$, which no real $\lambda$ satisfies. An imaginary coupling $\lambda=i\theta$ with $\cos\theta=e^{-|x|/2}$ still does, at the price of complex factors. A real alternative follows from (2). That identity holds for all values 0 and 1 of the occupations, so $n_\downarrow$ may be replaced by $1-n_\downarrow$ throughout. Then $m$ becomes $n-1$, and with $x>0$

$$e^{-xn_\uparrow(1-n_\downarrow)}=\frac12\,e^{-x(n_\uparrow+1-n_\downarrow)/2}\sum_{s=\pm1}e^{\lambda s(n-1)} .$$

Multiply both sides by $e^{xn_\uparrow}$. The left side becomes $e^{xn_\uparrow n_\downarrow}$, and the one-body exponent on the right becomes $xn_\uparrow-\tfrac x2(n_\uparrow+1-n_\downarrow)=\tfrac x2(n-1)$:

$$e^{xn_\uparrow n_\downarrow}=\frac12\,e^{x(n-1)/2}\sum_{s=\pm1}e^{\lambda s(n-1)},\qquad\cosh\lambda=e^{x/2}. \tag{8}$$

For attraction of strength $|U|=x/\Delta\tau$ the real field couples to the charge.

In the repulsive case the field also carries information about the spin. Insert a factor $s$ in the sum of (2). Then $\tfrac12\sum_s s\,e^{\lambda sm}=\sinh(\lambda m)=m\sinh\lambda$, where the last step holds because $m$ is $-1$, 0 or 1. Where $m\neq0$ the site is singly occupied, so $e^{-xn/2}=e^{-x/2}=1/\cosh\lambda$ while $e^{-xn_\uparrow n_\downarrow}=1$; where $m=0$ everything vanishes. In all four states, therefore,

$$\frac12\,e^{-xn/2}\sum_{s=\pm1}s\,e^{\lambda sm}=\tanh\lambda\;m\,e^{-xn_\uparrow n_\downarrow}. \tag{9}$$

A field in an average stands for $\tanh\lambda$ times the spin $m$ at the same site and time.

The identity is put to use where electrons also hop. Consider two sites with

$$H=K+V,\qquad K=-t\sum_\sigma\left(c^\dagger_{1\sigma}c_{2\sigma}+c^\dagger_{2\sigma}c_{1\sigma}\right)-\mu\sum_{i\sigma}n_{i\sigma},\qquad V=U\sum_i n_{i\uparrow}n_{i\downarrow},$$

where $t>0$ is the hopping energy and $\mu$ the chemical potential. The partition function at inverse temperature $\beta$ is $Z=\mathrm{Tr}\,e^{-\beta H}$. Since $K$ and $V$ do not commute, $\beta$ is cut into $L$ steps $\Delta\tau=\beta/L$, and $Z$ is approximated by

$$Z_L=\mathrm{Tr}\left(e^{-\Delta\tau K}e^{-\Delta\tau V}\right)^L . \tag{10}$$

By the cyclic property of the trace, half of each interaction factor can be moved to the other side of its neighbour, so $Z_L=\mathrm{Tr}\,S^L$ with $S(\Delta\tau)=e^{-\Delta\tau V/2}e^{-\Delta\tau K}e^{-\Delta\tau V/2}$. This product satisfies $S(-\Delta\tau)=S(\Delta\tau)^{-1}$, so its logarithm is odd in $\Delta\tau$: it is $-\Delta\tau H$ plus terms of order $\Delta\tau^3$. Over $L=\beta/\Delta\tau$ steps these add up to order $\Delta\tau^2$ at fixed $\beta$. This is the error of slicing; the field identity adds none.

Now apply (2) at both sites in every slice $l$, with a separate field $s_{il}$ each time. The exponent at one site is

$$-\frac x2 n_i+\lambda s_{il}m_i=\sum_\sigma\left(-\frac x2+\sigma\lambda s_{il}\right)n_{i\sigma},\qquad \sigma=+1\ (\uparrow),\ -1\ (\downarrow).$$

No term contains both spins, so for fixed fields the trace is an up trace times a down trace. One species on two sites has sectors with zero, one and two particles. Let $W=\exp(\sum_{ij}c_i^\dagger A_{ij}c_j)$ and $M=e^A$. From $[\sum_{ij}c_i^\dagger A_{ij}c_j,\,c_k^\dagger]=\sum_i c_i^\dagger A_{ik}$ it follows by exponentiation that $Wc_k^\dagger W^{-1}=\sum_i c_i^\dagger M_{ik}$. The vacuum is unchanged by $W$, a single particle is transformed by $M$, and

$$Wc_1^\dagger c_2^\dagger|0\rangle=\sum_{ij}M_{i1}M_{j2}\,c_i^\dagger c_j^\dagger|0\rangle=(M_{11}M_{22}-M_{21}M_{12})\,c_1^\dagger c_2^\dagger|0\rangle ,$$

because $c_i^\dagger c_i^\dagger=0$ and $c_2^\dagger c_1^\dagger=-c_1^\dagger c_2^\dagger$. Two particles are thus multiplied by $\det M$. For a product of such exponentials the matrices $M$ multiply, and so do their determinants. With $B$ the product matrix, the three sectors add up to

$$1+\mathrm{tr}B+\det B=(1+B_{11})(1+B_{22})-B_{12}B_{21}=\det(1+B). \tag{11}$$

Each of the $2L$ fields brings a factor $\tfrac12$, so

$$Z_L=\frac{1}{2^{2L}}\sum_{\{s\}}w(s),\qquad w(s)=\det(1+B_\uparrow)\det(1+B_\downarrow), \tag{12}$$

$$B_\sigma=T D_{L\sigma}\cdots TD_{1\sigma},\quad T=e^{\mu\Delta\tau}\begin{pmatrix}\cosh t\Delta\tau&\sinh t\Delta\tau\\ \sinh t\Delta\tau&\cosh t\Delta\tau\end{pmatrix},$$

where $D_{l\sigma}$ is diagonal with entries $e^{-x/2+\sigma\lambda s_{il}}$. The trace over interacting electrons has become a sum over Ising configurations with $2\times2$ determinants as weights. Monte Carlo methods sample such a sum when it is too long to carry out.

Sampling $w$ as a probability requires $w\ge0$. The identity makes the weights real and by itself says no more. For these two sites positivity can be shown: all entries of $T$ and all diagonal entries of $D_{l\sigma}$ are positive, so $\mathrm{tr}B_\sigma>0$; and $\det T=e^{2\mu\Delta\tau}$ and $\det D_{l\sigma}$ are positive, so $\det B_\sigma>0$. By (11) each species contributes more than 1. The argument uses the fact that the two-particle sector holds a single state, and it does not carry over as it stands to larger lattices.

For numbers, take the model parameters $U=4t$, $\mu=t$, $\beta=1/t$ and $L=8$. Then $\Delta\tau=0.125/t$ and $x=0.125\times4=0.5$. From $\cosh\lambda=e^{0.25}=1.2840$ one finds $\lambda=0.7369$. The leading small-$x$ value is $\sqrt x=0.7071$, and the correction in (7) raises it to $0.7366$. The factors on one site are:

| state | $s=+1$ | $s=-1$ | mean |
|---|---|---|---|
| empty | 1.0000 | 1.0000 | 1.0000 |
| up | 1.6273 | 0.3727 | 1.0000 |
| down | 0.3727 | 1.6273 | 1.0000 |
| double | 0.6065 | 0.6065 | 0.6065 |

The last entry is $e^{-0.5}$, as required.

There are $2^{16}=65\,536$ field configurations, few enough to sum completely. The sum (12) gives $Z_8=59.5950$. The trace (10), evaluated with $16\times16$ matrices in the space of all occupation states and without any field, gives the same value. The weights $w$ run from $5.16$ to about $2.21\times10^4$, and none is negative, in line with the argument above.

The same sum gives the correlation of the two fields in one slice. Applying (9) at each site replaces $s_1s_2$ by $\tanh^2\lambda\;m_1m_2$, so with (4)

$$\langle s_1s_2\rangle=(1-e^{-x})\langle m_1m_2\rangle . \tag{13}$$

The spin correlation from the sliced trace is $\langle m_1m_2\rangle=-0.1236$: the spins on the two sites tend to be opposite. This value belongs to 8 slices; it is $-0.1201$ with 16 slices and $-0.1190$ without slicing, a shift of about 4 %. Multiplying by $1-e^{-0.5}=0.3935$ gives $-0.0486$, which is the field correlation found by summing over configurations. The fields show the magnetic correlation reduced by a known factor. Equation (13) needs two different fields. The square of one field is 1, whereas $\tanh^2\lambda\,\langle m^2\rangle$ is less than 1.

The unsliced partition function, from the matrix exponential of $-\beta H$, is $Z=59.3475$. Relative to it, $Z_8$ is too large by $0.417\,\%$. With 16 slices the excess is $0.1045\,\%$, smaller by a factor of $3.99$, as expected for an error of order $\Delta\tau^2$.

This behaviour needs $\lambda$ to be right beyond its leading term. The two-term value $\sqrt x\,(1+x/12)$ of (7) matches $\lambda^2$ through order $x^2$, leaves a defect of order $x^3$ per slice, and so keeps the error at order $\Delta\tau^2$. The leading term alone does not. Suppose $\sqrt x$ is put in place of $\lambda$. A singly occupied site then gets $e^{-x/2}\cosh\sqrt x$ instead of 1. With $\cosh\sqrt x=1+u$, $u=x/2+x^2/24+\dots$, and $\ln(1+u)=u-u^2/2+\dots$,

$$\ln\!\left(e^{-x/2}\cosh\sqrt x\right)=-\frac x2+\frac x2+\frac{x^2}{24}-\frac{x^2}{8}+\dots=-\frac{x^2}{12}+\dots$$

The defect per slice is of order $\Delta\tau^2$, but there are $\beta/\Delta\tau$ slices. A site that stays singly occupied collects, to leading order, $-\beta U^2\Delta\tau/12$ in the logarithm of its weight, an error of first order in $\Delta\tau$. At $x=0.5$ the higher terms are still visible, so the estimates below use the full factor $e^{-x/2}\cosh\sqrt x$. For $x=0.5$ the factor is $0.98175$ per slice. Over 8 slices it becomes $0.98175^8=0.863$ for one such site and $0.863^2=0.745$ for two, that is, losses of about 14 % and 26 %. The sliced trace with this coupling in every local factor lies $19.9\,\%$ below the unsliced $Z=59.3475$, a loss that for these parameters falls between the two estimates. With 16 slices it still lies $11.3\,\%$ below the unsliced value. Going from 64 to 128 slices reduces the error by a factor of $1.96$, close to the 2 of a first-order error. The condition $\cosh\lambda=e^{\Delta\tau U/2}$ removes this error at any step length, because it gives the singly occupied states the factor 1 exactly.

Numerical values quoted here were computed with a short program.
